# Why a Positive Corrosion-Potential Shift Does Not Prove Protection

**Q:** I added something to an acid in which iron was corroding, and the corrosion potential moved up by about 30 mV. A more positive potential means a more noble metal, so I conclude that the iron is now better protected. What could be wrong with that?

**A:** The potential is one number, and it is set by two reactions. Iron dissolves and leaves electrons in the metal, while hydrogen ions take electrons out. Call the dissolution current density $i_a(U)$ and the magnitude of the hydrogen current density $i_c(U)$, both per total surface area. With $C$ the double-layer capacitance per area and no external current, charge balance reads

$$
C\frac{dU}{dt}=i_c(U)-i_a(U).
$$

The sign follows from the electrons: hydrogen evolution removes negative charge from the metal and drives $U$ up, whereas dissolution leaves negative charge behind and drives it down. The steady state $U^*$ is the crossing

$$
i_a(U^*)=i_c(U^*)\equiv i^*,
$$

and $i^*$ is the corrosion current. Your potential tells you that the crossing moved. It does not tell you which curve moved it.

**Q:** But surely a steady potential must be higher because the metal dissolves less readily?

**A:** That is one possibility. The other is that electrons are being removed faster. Suppose the anodic curve is unchanged and strictly increasing, and the cathodic curve falls with $U$ both before and after the change. Let the new cathodic curve $\tilde i_c$ be higher at the old corrosion potential:

$$
\tilde i_c(U^*)>i_c(U^*)=i_a(U^*).
$$

There can be no new crossing at or below $U^*$, because for any $U\le U^*$

$$
\tilde i_c(U)\ge \tilde i_c(U^*)>i_a(U^*)\ge i_a(U).
$$

The new crossing $\tilde U$ therefore lies above $U^*$. Since $i_a$ increases, $i_a(\tilde U)>i_a(U^*)$. Potential and corrosion current have both risen. The more positive metal gives up its ions more easily, and that is how dissolution catches up with the faster removal of electrons.

**Q:** I accept the ordering, but I would like to see actual curves. Can you construct them?

**A:** Take Tafel curves, which keep the forward part of each reaction. In atomic units the elementary charge is one, so the thermal energy $T$ can be divided directly into a potential:

$$
i_a=A e^{aU/T},\qquad i_c=K e^{-cU/T}.
$$

Here $a$ and $c$ are positive transfer coefficients, and $A$ and $K$ are the two rates extrapolated to $U=0$. For numbers I use volts against the standard hydrogen electrode (SHE), with $T=0.02569$ V at 298.15 K.

The setting is iron in oxygen-free acid at pH 1, with rough parameters: $a=1.5$, $c=0.5$, an iron reference potential $U_{\rm Fe}=-0.440$ V and a hydrogen equilibrium potential $U_{\rm H}=-0.0592$ V. The exchange current densities are $j_{\rm Fe}=0.0010$ µA/cm² for iron dissolution and $j_{\rm H}=1.0$ µA/cm² for hydrogen on iron. They fix the prefactors, since

$$
i_a=j_{\rm Fe}e^{a(U-U_{\rm Fe})/T},\qquad
i_c=j_{\rm H}e^{c(U_{\rm H}-U)/T}.
$$

Now let platinum cover a fraction $f=0.010$ of the surface. Platinum matters here because it catalyses hydrogen evolution; I give it an exchange current density of 1000 µA/cm² and the same $c$. The hydrogen rate per total area is multiplied by

$$
r=(1-f)+f\,\frac{1000}{1.0}=0.99+10=10.99.
$$

I hold the anodic curve fixed and ignore for now the 1% of iron area that is covered. The currents in µA/cm² are:

| $U$ (V) | anodic | cathodic, bare | cathodic, with Pt |
|---:|---:|---:|---:|
| −0.280 | 11.4 | 73.5 | 808 |
| −0.260 | 36.6 | 49.8 | 548 |
| −0.240 | 117.8 | 33.8 | 371 |
| −0.220 | 378.6 | 22.9 | 251 |
| −0.200 | 1216.9 | 15.5 | 170 |

On bare iron the cathodic current is the larger at −0.260 V and the smaller at −0.240 V, so the crossing lies between them. With platinum it lies between −0.240 and −0.220 V, higher up the same anodic curve.

**Q:** Where exactly are the crossings?

**A:** Equate the two Tafel currents, divide by $A e^{-cU^*/T}$ and take the logarithm:

$$
e^{(a+c)U^*/T}=\frac KA,\qquad
U^*=\frac{T}{a+c}\ln\frac KA.
$$

Put this into the anodic curve:

$$
i^*=A\left(\frac KA\right)^{a/(a+c)}
=A^{c/(a+c)}K^{a/(a+c)}.
$$

For bare iron, $\ln(K/A)=\ln(j_{\rm H}/j_{\rm Fe})+(cU_{\rm H}+aU_{\rm Fe})/T$, so

$$
U^*=\frac{0.02569\ln 1000+0.5(-0.0592)+1.5(-0.440)}{2}
=-0.256\ {\rm V}.
$$

The anodic curve at this potential gives $i^*=46.1$ µA/cm².

Platinum replaces $K$ by $rK$. The potential therefore rises by

$$
\Delta U=\frac{T\ln r}{a+c}
=\frac{0.02569\times\ln 10.99}{2}=0.0308\ {\rm V},
$$

and the current is multiplied by $r^{a/(a+c)}=10.99^{0.75}=6.04$. The new state is −0.225 V and 278.5 µA/cm². Your 30 mV rise can accompany sixfold faster corrosion.

**Q:** How much metal is that?

**A:** Each dissolving iron atom supplies two electrons. In atomic units $i^*/2$ atoms leave per area and time, and if each occupies a volume $\Omega$ the surface recedes at $i^*\Omega/2$. For iron this converts the two currents to about 535 and 3230 µm/year, if the attack is uniform and the rate stays constant.

**Q:** Yet inhibitors that block dissolution do raise the potential. Was my rule wrong for them too?

**A:** The conclusion would be right for such an inhibitor, but the potential would not have proved it. Let a treatment multiply the anodic rate by $r_a$ and the cathodic rate by $r_c$, leaving $a$ and $c$ unchanged. Replacing $A$ by $r_aA$ and $K$ by $r_cK$ gives

$$
\Delta U=\frac{T}{a+c}\ln\frac{r_c}{r_a},\qquad
\frac{\tilde i}{i^*}=r_a^{c/(a+c)}r_c^{a/(a+c)}.
$$

The shift depends on the ratio of the two factors. The current depends on a weighted product. Three treatments can therefore share the same shift of +0.0308 V:

- **Faster cathode:** $r_a=1$, $r_c=10.99$. The current is multiplied by 6.04.
- **Anodic inhibition:** $r_a=1/10.99=0.0910$, $r_c=1$. The current is multiplied by $10.99^{-0.25}=0.549$.
- **Mixed change:** $r_a=10.99^{-0.75}=0.166$, $r_c=10.99^{0.25}=1.82$. The current is unchanged.

In the last case $r_c/r_a=10.99$, which fixes the shift, while the exponents of 10.99 in the current cancel: $-0.75\times0.25+0.25\times0.75=0$.

**Q:** Is there a condition that tells me when a positive shift does mean protection?

**A:** Yes, but it needs a second piece of information. Evaluate the new current on the new anodic curve and divide by the old one:

$$
\frac{\tilde i}{i^*}
=\frac{r_aAe^{a(U^*+\Delta U)/T}}{Ae^{aU^*/T}}
=r_a e^{a\Delta U/T}.
$$

The current falls if

$$
r_a<e^{-a\Delta U/T}.
$$

A positive shift makes dissolution easier by the factor $e^{a\Delta U/T}$, and the inhibitor has to overcome that gain. For your shift the anodic rate at fixed potential must fall below 0.166 of its old value. Halving it would not be enough.

The opposite sign is no proof of harm either. If a cathodic inhibitor gives $r_a=1$ and $r_c=1/10.99$, the potential falls by 0.0308 V and the current is divided by 6.04.

**Q:** Then what should I measure to tell the cases apart?

**A:** A direct measurement of metal loss answers the question with the fewest assumptions. An electrical alternative is the polarisation resistance. Apply a small potential change and measure the external current density $i_a-i_c$. At the crossing the Tafel curves have slopes $di_a/dU=ai^*/T$ and $di_c/dU=-ci^*/T$. Subtracting them gives

$$
\frac1{R_p}=\frac{d(i_a-i_c)}{dU}
=\frac{(a+c)i^*}{T},\qquad
R_p=\frac{T}{(a+c)i^*}.
$$

Bare iron has $R_p=0.02569/(2\times46.14\times10^{-6})=278$ Ω cm². The faster cathode gives 46 Ω cm², anodic inhibition 507 Ω cm², and the mixed change 278 Ω cm² again. The three states with one potential have different resistances. This reading requires that $a$ and $c$ are known and that both reactions still follow Tafel curves.

A wider sweep shows which curve moved. In this model

$$
\frac{i_c}{i_a}=e^{-(a+c)(U-U^*)/T},
$$

so 60 mV above the crossing the cathodic current is $e^{-4.67}$, or about 1%, of the anodic one. The external current there is nearly the dissolution current itself. A sweep downward reveals the cathodic curve in the same way. The sweep must not alter the surface while it is being made.

**Q:** Can I make corrosion as fast as I like by improving the cathode?

**A:** Not if the reactant has to diffuse to the surface. Let $i_k=ke^{-cU/T}$ be the rate with a full supply, and $i_L$ the largest current that diffusion can carry. For a first-order reaction the reactant concentration at the surface is reduced to the fraction $1-i_c/i_L$, so

$$
i_c=i_k\left(1-\frac{i_c}{i_L}\right),\qquad
\frac1{i_c}=\frac1{i_k}+\frac1{i_L}.
$$

Differentiate the second relation at fixed $i_L$. Since $di_c/i_c^2=di_k/i_k^2$,

$$
d\ln i_c=\frac{i_c}{i_k}\,d\ln i_k=g\,d\ln i_k,
\qquad g=1-\frac{i_c}{i_L}.
$$

Now $d\ln i_k=d\ln k-c\,dU/T$, while the unchanged anodic curve gives $d\ln i_a=a\,dU/T$. The two currents must remain equal:

$$
\frac aT\,dU^*=g\left(d\ln k-\frac cT\,dU^*\right).
$$

Collecting the terms in $dU^*$ gives

$$
\frac{dU^*}{d\ln k}=\frac{Tg}{a+cg},\qquad
\frac{d\ln i^*}{d\ln k}=\frac{ag}{a+cg}.
$$

Both responses are positive for $g>0$ and vanish as $g\to0$. With a full supply, $g=1$ and the Tafel exponent $a/(a+c)$ returns.

**Q:** What does that do to the numbers?

**A:** Keep the same kinetics but impose a limit of 100 µA/cm². This is a deliberately poor supply, not that of the pH 1 acid. The initial state is −0.261 V and 33.8 µA/cm², with $g=0.66$. The local exponent for the current is then $0.99/1.83=0.54$ instead of 0.75. The same speed-up of 10.99 brings the system to −0.246 V and 80.8 µA/cm². The current rises 2.4-fold instead of sixfold, and the shift is only 15 mV.

A speed-up of one million gives −0.243 V and 100 µA/cm²: the limit has been reached, and further catalysis does nothing noticeable. Better stirring still would. It raises $i_L$, hence the cathodic curve at every potential, and the ordering argument applies again.

**Q:** So with an unchanged metal, a faster cathode can never protect?

**A:** It can, if the anodic curve is not increasing throughout. Some metals form a passive film above a certain potential, and their dissolution current then drops. Consider a separate model metal with the same active dissolution curve $i_{\rm act}(U)$ as before and a film coverage $\theta$:

$$
i_a=(1-\theta)i_{\rm act}+\theta i_p,\qquad
\theta=\frac1{1+e^{-(U-U_p)/w}}.
$$

I choose $U_p=-0.230$ V, $w=5.0$ mV and a film current $i_p=1.0$ µA/cm². This is not a model of iron at pH 1. For hydrogen I now include the reverse reaction, because the passive state will lie close to $U_{\rm H}$.

With the original cathode there are three crossings. To see which can persist, let $u$ be a small displacement from a crossing. Charge balance gives

$$
C\frac{du}{dt}=\left(\frac{di_c}{dU}-\frac{di_a}{dU}\right)u,
$$

so a crossing is stable if the anodic slope exceeds the cathodic one. As $U$ increases, $i_a-i_c$ changes from negative to positive, back to negative, and to positive again. The outer two crossings are stable, and the middle one is unstable. A metal that starts active stays active, at −0.256 V and 46.1 µA/cm².

**Q:** And the faster cathode removes the active state?

**A:** Yes, if it lies above the whole anodic nose. The required speed-up is the largest value of $i_a/i_c$ near the nose. Neglect the small film current and the reverse hydrogen reaction there. Since $d\ln(1-\theta)/dU=-\theta/w$, the maximum obeys

$$
\frac aT-\frac\theta w+\frac cT=0,\qquad
\theta=\frac{(a+c)w}{T}=0.39.
$$

This occurs at $U=U_p+w\ln[\theta/(1-\theta)]=-0.232$ V. There the active curve gives about 185 µA/cm², of which the uncovered fraction 0.61 leaves 113 µA/cm². The original cathode supplies 29 µA/cm². The threshold speed-up is about $113/29=3.9$.

Our factor of 10.99 exceeds it, and one crossing remains. Starting from the old active state, $i_c>i_a$ all the way to that crossing, so $U$ rises until the metal is passive. The final state is −0.0615 V and 1.0 µA/cm². Integrating the charge-balance equation in time, with $C=20$ µF/cm², ends at the same potential.

Here a positive shift does accompany protection. A speed-up below the threshold would leave the active crossing in place, with a larger current than before. Too little catalyst can therefore do harm where more of it would passivate this model metal.

**Q:** Would the polarisation resistance give the right current in that passive state?

**A:** Not through the Tafel formula. The film current hardly depends on potential, so the slope comes from hydrogen, which is near equilibrium. With forward and reverse coefficients of one half, its current is

$$
2rj_{\rm H}\sinh\frac{U_{\rm H}-U}{2T}
\approx rj_{\rm H}\frac{U_{\rm H}-U}{T}.
$$

Thus $1/R_p\approx rj_{\rm H}/T$. Inserting this into $i^*=T/[(a+c)R_p]$ would report $10.99/2=5.5$ µA/cm², although the metal dissolves at 1.0 µA/cm². The resistance is measuring mostly hydrogen exchange.

**Q:** Back to iron. How far should I trust the sixfold increase in a real acid?

**A:** Trust its direction, under the stated conditions, more than its size. The kinetic parameters are rough, and 1% platinum is heavy contamination. At 0.1% coverage the speed-up is only 2.0, which gives a 9 mV shift and a 1.7-fold current.

Several omissions can be sized. I take platinum discs of radius $R=10$ µm, a diffusion layer $\delta=100$ µm and a conductivity $\kappa=0.040$ S/cm. With a proton diffusivity of $9\times10^{-5}$ cm²/s and the proton concentration at pH 1, $10^{-4}$ mol/cm³, the planar limit (Faraday constant times diffusivity times concentration, divided by $\delta$) is about 87 mA/cm². For an isolated disc with diffusivity $D$ and concentration drop $n$, the flux density at radius $\rho$ is

$$
q(\rho)=\frac{2Dn}{\pi\sqrt{R^2-\rho^2}}.
$$

Numerical integration confirms that this gives the required uniform drop at $0.3R$, $0.5R$ and $0.8R$, to within one part in $10^5$. The total flux is

$$
\int_0^R 2\pi\rho\,q\,d\rho=4DnR.
$$

Divided by the area $\pi R^2$, this exceeds the planar flux density $Dn/\delta$ by a factor of $4\delta/(\pi R)=12.7$, so the disc limit is about 1100 mA/cm². Adding the disc and planar resistances to diffusion in series is an estimate. It gives about 980 mA/cm² of disc area, whereas a disc placed in its cylindrical share of the diffusion layer carries about 1120 mA/cm². The larger value leaves the 273 µA/cm² below unchanged and raises the transport-controlled 9.7 mA/cm² of the next answer to about 11 mA/cm².

With these limits, the reverse reactions and the loss of iron area all included, the platinum case gives 273 µA/cm², 2% below the simple result. The ohmic problem has the same geometry: the resistance of a disc is $1/(4\kappa R)$, and the drop is about 0.5 mV.

**Q:** Then the sixfold figure is good to a few per cent?

**A:** No, because the platinum rate itself is uncertain, and the one I chose is on the slow side. An exchange current of 0.1 A/cm², the order quoted for clean platinum in acid once transport is removed, gives about 4.8 mA/cm² in the same model, roughly 100 times the bare rate. Keeping 1000 µA/cm² but with a Tafel slope of 30 mV per decade ($c=2$) gives about 8 mA/cm². To find the ceiling, multiply the assumed exchange current by a million. Transport then controls the discs, and the result is −0.164 V and about 9.7 mA/cm², some 35 times the simple platinum result. With the bulk conductivity the ohmic drop at a disc becomes 19 mV; it was not fed back into that calculation. Subtracting it from the 105 mV that drives hydrogen evolution would change the transport-limited current by about 2%. This estimate suits a solution whose conductivity is held up by added salt. In the acid alone the protons at the disc are strongly depleted and the local conductivity falls with them; ignoring dissolved iron, the drop is then nearer 50 mV and migration raises the current to about 17 mA/cm².

So the assumption about platinum kinetics can move the answer far more than the other effects I sized. The 9.7 mA/cm² is itself only an order of magnitude. It leaves out the electric field's pull on the protons, which can raise the current considerably in an acid without added salt, and the build-up of dissolved hydrogen at the discs, which lowers it. I have also not sized changes of temperature, surface roughness, deposits or the iron kinetics during corrosion.

**Q:** What may I still conclude from my 30 mV?

**A:** That the balance between the two reactions has changed. If you can show that the anodic curve is unchanged and increasing over that interval, the shift means faster corrosion. If the anodic curve has changed, you need to know by how much, or measure the metal loss.

## Calculated quantities

```
Temperature 298.15 K; thermal voltage 0.02569 V; pH 1.0
Transfer coefficients: anodic 1.5, cathodic 0.5
Tafel slopes: anodic 0.0394, cathodic 0.1183 V/decade
Reference potentials: iron -0.440, hydrogen -0.0592 V vs SHE
Iron dissolution exchange current 0.0010 uA/cm2
Hydrogen exchange current: on iron 1.0, on Pt 1000 uA/cm2
Pt area fraction 0.010; cathodic speed-up 10.99
Curves: U (V vs SHE), anodic, cathodic bare, cathodic with Pt (uA/cm2)
  -0.300       3.55     108.52    1192.68
  -0.280      11.40      73.53     808.14
  -0.260      36.64      49.83     547.59
  -0.240     117.77      33.76     371.04
  -0.220     378.58      22.88     251.41
  -0.200    1216.91      15.50     170.35
  -0.180    3911.69      10.50     115.43
Bare iron: U -0.2561 V vs SHE, i 46.14 uA/cm2, Rp 278.4 ohm cm2
Three changes: U (V vs SHE), i (uA/cm2), i ratio, Rp (ohm cm2)
  faster cathode: -0.2253, 278.50, 6.036, 46.1
  anodic inhibition: -0.2253, 25.34, 0.549, 506.9
  mixed change: -0.2253, 46.14, 1.000, 278.4
Rate factors: anodic, cathodic
  faster cathode: 1.0000, 10.9900
  anodic inhibition: 0.0910, 1.0000
  mixed change: 0.1657, 1.8207
Common potential shift 0.0308 V
Anodic rate factor needed for protection: below 0.1657
Penetration: bare 535, with Pt 3232 um/year
Transport variant: limit 100 uA/cm2, initial g 0.6615
  before: U -0.2614 V vs SHE, i 33.85 uA/cm2
  after same speed-up: U -0.2465 V vs SHE, i 80.80 uA/cm2
  initial response: dU/dlnk 0.00928 V, dlni/dlnk 0.5420
  speed-up 1e6: U -0.2428 V vs SHE, i 100.000 uA/cm2
Proton data: D 9.0e-05 cm2/s, layer 100 um
Pt disc radius 10 um; conductivity 0.040 S/cm
Proton limits: planar 86.8, single disc 1106 mA/cm2
Fuller model, bare: U -0.2561 V vs SHE, i 46.11 uA/cm2
Fuller model, Pt: U -0.2254 V vs SHE, i 272.67 uA/cm2
  change of i from simple Pt model -2.09 percent
  ohmic drop at a Pt disc 0.486 mV
Very fast Pt: U -0.1644 V vs SHE, i 9651 uA/cm2
  ohmic drop at a Pt disc 18.9 mV
Passivating model: midpoint -0.230 V vs SHE, width 5.0 mV, film current 1.0 uA/cm2
  double-layer capacitance 20 uF/cm2
  crossings: before 3, after 1
  before, active: U -0.2560 V vs SHE, i 46.06 uA/cm2
  after, passive: U -0.0615 V vs SHE, i 1.000 uA/cm2
  potential reached by time integration -0.0615 V vs SHE
```
